Ham reduction factors for T⊗e and linear E⊗e Jahn–Teller systems, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The form of the result and the T⊗e problem

### What dimensions and symmetry fix

A degenerate set of orbitals coupled linearly to one harmonic mode of cubic symmetry e has four parameters: ħ, the mass M, the frequency ω and the coupling constant V. In atomic units with mass-weighted coordinates, ħ = M = 1. The coordinate Q then has the natural scale ω^(−1/2), the coupling energy VQ has the scale Vω^(−1/2), and its ratio to the quantum ω is the single dimensionless number of the model,

k = V/ω^(3/2).

Any dimensionless property of the vibronic ground level is a function of k. For both problems treated here the Jahn–Teller energy will turn out to be E_JT = V²/(2ω²), so the same information is carried by

S = E_JT/ω = k²/2.

Symmetry fixes how many such functions there are. Let the orbitals |i⟩ span an irreducible representation Γ, and let the vibronic ground states |Ψ_i⟩ span the same Γ with the same matrices. An electronic operator O that does not depend on Q (the Condon assumption, used throughout) is a matrix O_il in the orbital space. Its matrix in the ground level is O′_il = ⟨Ψ_i|O|Ψ_l⟩. The map O → O′ is linear, and it commutes with the group, because a symmetry operation transforms the |Ψ_i⟩ as it transforms the |i⟩. The space of matrices decomposes as Γ⊗Γ:

T⊗T = A1 + E + T1 + T2,
E⊗E = A1 + A2 + E.

Each representation occurs once. By Schur's lemma a linear map that commutes with the group cannot connect inequivalent components and is a multiple of the identity on each one. Hence O′ = K(Γ′) O for every operator O of symmetry Γ′, with one number K(Γ′) for each component. These numbers are the Ham reduction factors. Normalization gives K(A1) = 1. A triplet has three further factors, K(E), K(T1) and K(T2). A doublet has two, written p = K(A2) and q = K(E). The matrix O′ is the first-order effective Hamiltonian of a perturbation O in the ground level, so a reduction factor describes a splitting only when the perturbation is small compared with the gap to the vibronic levels that it couples to, and when the reduced first-order term still exceeds the second-order splitting. The second condition can fail when the factor is very small, as shown below.

### Hamiltonian of T⊗e

The orbitals |x⟩, |y⟩, |z⟩ are real. They transform as x, y, z for a T1 term; for a T2 term they stand for yz, zx, xy, which transform under each cubic rotation with the same matrix up to an overall sign that cancels in every operator matrix. The mode has components Qθ and Qε that transform as (3z² − r²)/2 and (√3/2)(x² − y²). The Hamiltonian is

H = H0 + V(Qθ Eθ + Qε Eε),
H0 = (Pθ² + Pε²)/2 + ω²(Qθ² + Qε²)/2,
Eθ = diag(1/2, 1/2, −1),
Eε = diag(−√3/2, √3/2, 0).

The quadratic forms of these matrices on the vector r = (x, y, z) are

r·Eθ r = (x² + y² − 2z²)/2 = −(3z² − r²)/2,
r·Eε r = −(√3/2)(x² − y²),

so (Eθ, Eε) transforms with the same 2×2 matrix D as (Qθ, Qε). The threefold rotation x → y → z → x moves the entry −1 of Eθ to the first place, and

diag(−1, 1/2, 1/2) = −(1/2)Eθ + (√3/2)Eε,

so D is a rotation by +120° in the (θ, ε) plane. The fourfold rotation about z exchanges the first two entries, which leaves Eθ fixed and reverses Eε, so D = diag(1, −1). Both matrices are orthogonal and the two rotations generate the group of 24, so Qθ Eθ + Qε Eε is invariant. Since E occurs once in T⊗T, this is the unique linear coupling to an e mode up to the constant V. The covariance was tested for all 24 rotations. The model is harmonic and linear, and it has no coupling to t2 modes. V is taken positive; the opposite sign inverts the pattern of minima through the origin and changes no result.

### Ground triplet

Both coupling matrices are diagonal, so H is three independent oscillators. Reading off the diagonal entries, orbital i has the potential

U_i(Q) = ω²Q²/2 − V n_i·Q,
n_x = (−1/2, +√3/2), n_y = (−1/2, −√3/2), n_z = (1, 0).

The n_i are unit vectors, and for i ≠ j

n_i·n_j = −1/2,

as n_x·n_y = 1/4 − 3/4 and n_x·n_z = n_y·n_z = −1/2 show. Completing the square,

U_i = (ω²/2)|Q − ρ0 n_i|² − V²/(2ω²), ρ0 = V/ω².

The three minima lie at radius ρ0, 120° apart, at depth E_JT = V²/(2ω²) below the energy of the undistorted geometry Q = 0. This is the definition of E_JT on which the exponent depends. The distance d between two minima follows from

d² = ρ0²|n_i − n_j|² = ρ0²(1 + 1 + 2·(1/2)) = 3ρ0².

Each well has the unshifted frequency ω in two dimensions. The levels are (N + 1)ω − E_JT with N = 0, 1, 2, … in each well, and the ground level is the triplet

|Ψ_i⟩ = |i⟩|0_i⟩, E0 = ω − E_JT,
⟨Q|0_i⟩ = (ω/π)^(1/2) exp(−ω|Q − ρ0 n_i|²/2).

The gap above it is ω at any coupling.

### The overlap and the factors

For two points A and B with midpoint C and separation d, put Q − A = (Q − C) + (B − A)/2 and Q − B = (Q − C) − (B − A)/2. The cross terms cancel in the sum of squares:

|Q − A|² + |Q − B|² = 2|Q − C|² + d²/2.

The overlap of two ground functions is then

⟨0_i|0_j⟩ = (ω/π) exp(−ωd²/4) ∫ d²Q exp(−ω|Q − C|²) = exp(−ωd²/4),

because the Gaussian integral is π/ω. The exponent is

ωd²/4 = 3ωV²/(4ω⁴) = (3/2)·V²/(2ω³) = 3S/2.

For a Q-independent operator the electronic and vibrational factors separate:

⟨Ψ_i|O|Ψ_l⟩ = O_il ⟨0_i|0_l⟩.

A diagonal element keeps its value and an off-diagonal element is multiplied by the overlap. The orbital momentum in the triplet is

(L_a)_bc = −i ε_abc,

an antisymmetric matrix with zero diagonal; its three components are the T1 operators. The T2 operators are the symmetric matrices |x⟩⟨y| + |y⟩⟨x| and their cyclic images, which also have zero diagonal. The E operators are Eθ and Eε, which are diagonal. Therefore, with ħ restored,

K(T1) = K(T2) = exp(−3E_JT/(2ħω)), K(E) = 1.

The sign is positive because the three Gaussians are positive. L here is the fictitious L = 1 operator of the triplet. The true orbital momentum within a given term is a constant times it, by the Schur argument above, and that constant (with its sign) is absorbed into the spin–orbit constant λ or the orbital g factor.

The meaning is a Franck–Condon factor. L_z turns |x⟩ into |y⟩ at fixed nuclear positions. The nuclei were in the packet that belongs to x, and the amplitude for finding them in the ground packet of y is the overlap. At weak coupling K = 1 − 3S/2 + O(S²). At strong coupling the orbital momentum in the ground level goes to zero exponentially, while a tetragonal strain, which shifts the wells against each other without moving the system between them, keeps its full first-order effect.

For several e modes with frequencies ω_m and constants V_m the Hamiltonian of orbital i is a sum over modes, the ground function is a product, and the overlap is the product of the single-mode overlaps:

K = exp(−(3/2) Σ_m S_m), S_m = V_m²/(2ω_m³).

The sum of the ratios E_JT,m/ω_m enters, so a total E_JT with an averaged frequency does not determine K unless the average is the one defined by this sum.

Two extensions behave differently. Higher-order terms in Qθ and Qε keep H diagonal. The twofold rotations about x, y and z act as the identity on e coordinates (the square of diag(1, −1) is the unit matrix), while every off-diagonal element |i⟩⟨j| changes sign under one of them, so no invariant term can multiply an off-diagonal matrix by a function of Qθ and Qε. Then K(E) = 1 and K(T1) = K(T2) survive, but the overlap is no longer that of two identical isotropic Gaussians and the exponential formula is lost. Coupling to t2 modes multiplies the off-diagonal T2 matrices, the product form of |Ψ_i⟩ fails, and none of the three results is then guaranteed.

### Second order in the spin–orbit coupling

When K is small the first-order term may not dominate, so an implementation needs the second-order term as well. The perturbation is W = λ L·s = λ Σ_a L_a s_a. Degenerate perturbation theory gives, between ground states i and l,

(H2)_il = −λ² Σ_j Σ_{N≥1} Σ_{a,b} (L_a)_ij (L_b)_jl s_a s_b ⟨0_i|Π_N^j|0_l⟩/(Nω),

where Π_N^j projects on the N-quantum level of well j. The states with N = 0 belong to the ground level and are excluded.

The vibrational sums follow from coherent states. Write Qθ = (aθ + aθ†)/√(2ω) and likewise for ε. The state |0_i⟩ is a displaced vacuum, an eigenstate of the vector (aθ, aε) with the real eigenvalue α_i fixed by ⟨Q⟩ = 2α_i/√(2ω) = ρ0 n_i, so that

α_i = √(ω/2) ρ0 n_i = (k/√2) n_i = √S n_i.

The annihilators of well j are a − α_j, so |0_i⟩ is their eigenstate with eigenvalue β = α_i − α_j. In the number basis of well j an eigenstate with eigenvalue β has the normalized expansion

|0_i⟩ = exp(−|β|²/2) Σ_{n,m} βθⁿ βε^m/√(n! m!) |n, m⟩_j.

With β′ = α_l − α_j for the second state, the binomial theorem gives

⟨0_i|Π_N^j|0_l⟩ = exp(−(|β|² + |β′|²)/2) Σ_{n+m=N} (βθβ′θ)ⁿ(βεβ′ε)^m/(n! m!)
= exp(−(|β|² + |β′|²)/2) (β·β′)^N/N!.

L has zero diagonal, so j differs from both i and l, and |β|² = |β′|² = 3S. The scalar product is

β·β′ = S(n_i·n_l − n_i·n_j − n_j·n_l + 1) = S(n_i·n_l + 2),

which is 3S for i = l and 3S/2 for i ≠ l. Summing over all N ≥ 0 in the second case returns exp(−3S) exp(3S/2) = K, as completeness requires. With the energy denominators the two sums are

f_a = exp(−3S) G(3S/2)/ω (i ≠ l),
f_b = exp(−3S) G(3S)/ω (i = l),
G(u) = Σ_{n≥1} uⁿ/(n·n!).

The element (L_a)_ij is nonzero when a is the index different from both i and j, and (L_b)_jl when b is different from both j and l. For fixed j, a is determined by i and b by l through the same rule, so a = b if and only if i = l. Terms with a = b carry f_b and terms with a ≠ b carry f_a:

H2 = −λ²[ f_b Σ_a L_a² s_a² + f_a Σ_{a≠b} L_a L_b s_a s_b ]
= −λ²[ f_a (L·s)² + (f_b − f_a) Σ_a L_a² s_a² ].

The second line adds and subtracts the a = b terms of (L·s)².

For s = 1/2, s_a² = 1/4 and Σ_a L_a² = 2, so the last operator is the constant 1/2. The eigenvalues of L·s = [j(j + 1) − 2 − 3/4]/2 are +1/2 for the quartet j = 3/2 and −1 for the doublet j = 1/2. The shifts are

quartet: λK/2 − λ²[f_a/4 + (f_b − f_a)/2],
doublet: −λK − λ²[f_a + (f_b − f_a)/2].

Their difference is

Δ = (3/2)λK + (3/4)λ²f_a + O(λ³).

In the mean over the six states the first-order term drops out, since 4·(1/2) + 2·(−1) = 0, and (L·s)² averages to (4·(1/4) + 2·1)/6 = 1/2:

centroid shift = −λ²[f_a/2 + (f_b − f_a)/2] = −λ²f_b/2.

The limits of f_a and f_b follow from dG/du = (e^u − 1)/u. For small u, G ≈ u, so f_a ≈ 3S/(2ω) and f_b ≈ 3S/ω vanish with the coupling, as they must, because without coupling W does not leave the ground level. For large u the derivative of e^u/u is (e^u/u)(1 − 1/u), whose ratio to dG/du tends to 1, so G ≈ e^u/u at leading order and

f_b ≈ 1/(3E_JT), f_a ≈ 2K/(3E_JT).

The energy 3E_JT is the vertical gap at a minimum: U_j − U_i at Q = ρ0 n_i equals Vρ0(1 + 1/2), and Vρ0 = 2E_JT. The f_b term is thus a vertical excitation to another orbital and back, and it is not exponentially reduced. For s = 1/2 it shifts all six states equally, and the ratio of the second-order to the first-order splitting tends to

(3/4)λ²·2K/(3E_JT) ÷ (3/2)λK = λ/(3E_JT).

For s ≥ 1 the operator s_a² is not a constant. Since L_a² = 1 − |a⟩⟨a|, the sum Σ_a L_a² s_a² equals s(s + 1) − Σ_a |a⟩⟨a| s_a², which splits the level by an amount of order λ²/(3E_JT). At fixed λ and ω this exceeds λK once S is large enough, and the reduction factor alone then does not give the fine structure.

### Implementation

A numerical solution that does not use the displaced-oscillator form takes the basis |i⟩|nθ, nε⟩ of the undisplaced oscillator with nθ + nε ≤ N_max. In units of ω,

H/ω = nθ + nε + 1 + (k/√2)[(aθ + aθ†)Eθ + (aε + aε†)Eε].

The total number of quanta is invariant under the matrices D, so this cut keeps the cubic symmetry and the degeneracies. Separate cuts on nθ and nε do not commute with the 120° rotation. In this basis |0_i⟩ is a coherent state with |α_i|² = S, the weight of N quanta is the Poisson value exp(−S)S^N/N!, and the tail of this distribution beyond N_max is the weight that the basis omits. A diagonalizer returns an arbitrary orthonormal basis of the degenerate triplet, so single matrix elements have no meaning. The eigenvalues of the projected 3×3 matrix are independent of that choice: −K, 0, +K for L_a and for a T2 operator, and −1, 1/2, 1/2 for Eθ. For L_a and the T2 operator the spectrum is symmetric about zero, so it fixes |K| and leaves the sign to the argument above. The spectrum of Eθ is not symmetric and fixes K(E) = 1 with its sign.

This test was made for L_x, L_z, the xy operator and Eθ at five couplings, together with the ground energy ω − E_JT. K runs from 0.860708 at S = 0.1 through 0.223130 at S = 1 to 0.011109 at S = 3, with the diagonalization and the formula equal in the six digits shown in the numerical output. For two modes with S1 = 0.5, S2 = 0.4 and ω2 = 3ω1 the overlap of the computed ground vectors is 0.259240, equal to exp(−(3/2)·0.9). For the second-order terms, the signed splitting Δ(λ) at small ±λ separates the orders: the odd part gives [Δ(λ) − Δ(−λ)]/(2λ) = (3/2)K + O(λ²) and the even part gives [Δ(λ) + Δ(−λ)]/(2λ²) = (3/4)f_a + O(λ²). The even part of the centroid gives −f_b/2 in the same way. All three were tested for s = 1/2 at the coupling of the example below. The statement for s ≥ 1 rests on the operator form of H2 and was not tested numerically.

### Worked example, T⊗e

The parameters are round model values that describe no particular material: ħω = 0.040 eV, E_JT = 0.060 eV, M = 20 u and λ = 0.010 eV, with s = 1/2. In ordinary displacements the oscillator length is ℓ = √(ħ/Mω), the force constant is κ = Mω² = ħω/ℓ², the relations above read E_JT = V²/(2κ) and ρ0 = V/κ, and the overlap exponent ωd²/4 becomes d²/(4ℓ²).

S = 0.060/0.040 = 1.500, k = √3.000 = 1.7321,
ℓ = 0.07229 Å, κ = 0.040/ℓ² = 7.6552 eV/Å²,
V = √(2·7.6552·0.060) = 0.9584 eV/Å,
ρ0 = 0.9584/7.6552 = 0.12520 Å,
d = √3·0.12520 = 0.2169 Å.

Numerical minimization of the lowest eigenvalue of the 3×3 potential matrix finds three minima with this depth, radius and separation (d = 0.21686 Å). The exponent is d²/(4ℓ²) = 2.2500 = 3S/2, and

K = exp(−2.25) = 0.105399,

which a two-dimensional quadrature of the Gaussians placed at the numerical minima reproduces. The mass sets the lengths and cancels from K.

The second-order sums need exp(−3S) = 0.011109, G(2.25) = 4.5524 and G(4.5) = 25.8524:

f_a = 0.011109·4.5524/0.040 = 1.2643 eV⁻¹,
f_b = 0.011109·25.8524/0.040 = 7.180 eV⁻¹.

The small-λ diagonalization gives 0.105399 for the slope divided by 3/2 and 1.2643 eV⁻¹ for the even part divided by 3/4. For λ = 0.010 eV the splitting without Jahn–Teller coupling is (3/2)λ = 0.015000 eV, and with it

first order: 0.015000·0.105399 = 0.001581 eV,
second order: 0.75·(0.010)²·1.2643 = 0.000095 eV,
sum: 0.001676 eV.

Diagonalization of the model with spin–orbit coupling in a truncated oscillator basis gives 0.001685 eV, or 13.59 cm⁻¹. Relative to this value the first-order result is low by about 6 % and the second-order result by about 0.5 %. The ratio of the second-order to the first-order term is 0.000095/0.001581 = 0.060, against the strong-coupling limit λ/(3E_JT) = 0.010/0.180 = 0.056. This closeness does not mean that the limit is reached. The ratio of the two is uG(u)e^(−u) with u = 3S/2, which vanishes at small u and passes through 1 on its way to an overshoot: it is 2.25·4.5524·0.105399 = 1.08 at S = 1.5 but 4.5·25.8524·0.011109 = 1.29 at S = 3. At S = 1.5, f_b is likewise 1.29 times its limit 1/(3E_JT). The centroid shift is −(0.010)²·7.180/2 = −0.000359 eV at second order and −0.000373 eV from the diagonalization, a difference of about 4 % of the latter, which is the contribution of third and higher orders at λ/ħω = 0.25. The centroid shift is about four times the second-order splitting term, which reflects f_b > f_a. These numbers belong to the model: one harmonic e mode, linear coupling, no t2 mode and no mixing with other electronic terms.

## Part 2. The E⊗e problem and the relation between p and q

From Part 1: atomic units and mass-weighted coordinates are used; H0 is the isotropic oscillator in (Qθ, Qε) with frequency ω; k = V/ω^(3/2) and S = E_JT/ω = k²/2. The pair (θ, ε) transforms with matrices D, a rotation by 120° for the threefold axis and diag(1, −1) for the fourfold axis z. In a ground doublet of E symmetry a Q-independent operator of symmetry A2 is multiplied by p and one of symmetry E by q, at first order. Energies are now in units of ω, and (Qθ, Qε) = (x, y)/√ω with x + iy = ρ e^(iφ).

### Hamiltonian and conserved momentum

In the real orbital basis (|θ⟩, |ε⟩), with Pauli matrices σ,

H = (p_x² + p_y² + ρ²)/2 + k(x Uθ + y Uε),
Uθ = −σz, Uε = σx, A2 = σy.

A rotation D by α turns σz into cos2α σz + sin2α σx, so Uθ goes into cos2α Uθ − sin2α Uε. At α = 120° this is cos α Uθ + sin α Uε, the law of a θ component. The reflection diag(1, −1) keeps Uθ and reverses Uε and A2. Covariance of Uθ, Uε and A2 was tested for all 24 rotations.

Define |±⟩ = (|θ⟩ ± i|ε⟩)/√2, for which A2|±⟩ = ±|±⟩, and τ = |−⟩⟨+|. Acting on the column (1, i)/√2,

Uθ|+⟩ = (−1, i)/√2 = −|−⟩, Uε|+⟩ = (i, 1)/√2 = i|−⟩,

and both matrices are Hermitian with zero diagonal in this basis, so

Uθ = −(τ + τ†), Uε = i(τ − τ†),
x Uθ + y Uε = −(x − iy)τ − (x + iy)τ† = −ρ(e^(−iφ)τ + e^(iφ)τ†).

The coupling matrix has eigenvalues ±kρ. The lower sheet ρ²/2 − kρ has a circular trough at ρ = k of depth k²/2 = S, so E_JT = V²/(2ω²) as in the triplet. Let L = −i∂/∂φ be the vibrational momentum (not the orbital L of Part 1). The coupling takes |+⟩e^(imφ) to |−⟩e^(i(m−1)φ). The quantity

J = L − A2/2

is m − 1/2 on the first and (m − 1) + 1/2 on the second, and H0 commutes with L, so [H, J] = 0. The numerical test confirms that this commutator vanishes and that the one with L + A2/2 does not.

The triplet's reduction factors are now known in closed form, and the E⊗e Hamiltonian has been set up with its conserved momentum J = L − A2/2. It remains to identify the ground doublet, to find p and q and the relation between them, and to see when that relation fails.
